# Why the Raman Line of Heavily P-Type Silicon Is Asymmetric: a numerical check

```python
"""Fano line of the optical phonon in heavily p-type silicon.

Result under test (per cell, energies in eV, lengths in angstrom):
  I = G^2 Pi2 (q+eps)^2/(1+eps^2)
  eps = [mu(w^2-w0^2) - D^2 Pi1]/(D^2 Pi2),  q = [P/(G D) + Pi1]/Pi2
with a zero at w^2 = w0^2 - P D/(mu G).
M = |X><Y|+|Y><X| acts on the valence-top orbitals; Pi = Pi1 - i Pi2 is
its retarded response from vertical transitions between valence bands.
D: phonon coupling (eV/A), G: electronic Raman vertex (eV A^2),
P: lattice Raman vertex (eV A), u: relative displacement of the two atoms
along z, mu: reduced mass. Light enters as k -> k + A, crossed x and y.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit

EV = sc.e
H2M = sc.hbar**2 / sc.m_e / EV * 1e20            # hbar^2/m_e, eV A^2
E2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10    # e^2/(4 pi eps0), eV A
HC = sc.h * sc.c / EV * 1e9                      # eV nm
TO_CM = EV / (sc.h * sc.c) / 100                 # eV -> 1/cm
KT = sc.k * 300.0 / EV
LATTICE = 5.431
CELL = LATTICE**3 / 4
W0 = 0.0645
H2MU = sc.hbar**2 / (28.085 / 2 * sc.atomic_mass) / EV * 1e20
MU = 1 / H2MU                                    # 1/(eV A^2), hbar = 1

# ---------- tight-binding model sp3s*, hopping scales as 1/d^2 ----------
ONSITE = np.array([-4.2, 1.715, 1.715, 1.715, 6.685])
V_SS, V_XX, V_XY, V_SP, V_TP = -8.3, 1.715, 4.575, 5.7292, 5.3749
SS = V_SS / 4
PPS, PPP = (V_XX + 2 * V_XY) / 4, (V_XX - V_XY) / 4
SP, TP = V_SP * np.sqrt(3) / 4, V_TP * np.sqrt(3) / 4
BONDS = LATTICE / 4 * np.array(
    [[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
D_BOND = np.linalg.norm(BONDS[0])


def tb_operators(k, u):
    """H, dH/dkx, dH/dky, d2H/dkxdky for wavevectors k, displacement u."""
    d = BONDS + np.array([0, 0, u])
    length = np.linalg.norm(d, axis=1)
    hop = np.zeros((4, 5, 5))
    for b in range(4):
        n = d[b] / length[b]
        hop[b, 0, 0] = SS
        hop[b, 0, 1:4], hop[b, 1:4, 0] = SP * n, -SP * n
        hop[b, 4, 1:4], hop[b, 1:4, 4] = TP * n, -TP * n
        hop[b, 1:4, 1:4] = np.outer(n, n) * (PPS - PPP) + PPP * np.eye(3)
        hop[b] *= (D_BOND / length[b])**2
    phase = np.exp(1j * k @ d.T)
    result = []
    for factor in (np.ones(4), 1j * d[:, 0], 1j * d[:, 1],
                   -d[:, 0] * d[:, 1]):
        block = np.einsum('nb,bij->nij', phase * factor, hop)
        op = np.zeros((len(k), 10, 10), complex)
        op[:, :5, 5:] = block
        op[:, 5:, :5] = block.conj().transpose(0, 2, 1)
        result.append(op)
    result[0] = result[0] + np.diag(np.tile(ONSITE, 2))
    return result


PRIMITIVE = LATTICE / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
RECIP = 2 * np.pi * np.linalg.inv(PRIMITIVE).T
NK = 16
MESH = np.stack(np.meshgrid(*[np.arange(NK) / NK] * 3, indexing='ij'),
                -1).reshape(-1, 3) @ RECIP


def filled_band_light_response(photon_energies, u):
    """Two-photon energy U_xy, polarizability a_xy, static a_xx (per cell)."""
    h, vx, vy, dxy = tb_operators(MESH, u)
    e, c = np.linalg.eigh(h)
    val, con = c[:, :, :4], c[:, :, 4:]
    con_h = con.conj().transpose(0, 2, 1)
    x, y = con_h @ vx @ val, con_h @ vy @ val
    gap = e[:, 4:, None] - e[:, None, :4]
    xy = (x.conj() * y).real
    direct = np.einsum('nia,nij,nja->', val.conj(), dxy, val).real
    energy, alpha = [], []
    for w in photon_energies:
        second = xy * (1 / (-gap + w) + 1 / (-gap - w))
        energy.append(2 * (direct + second.sum()) / len(MESH))
        alpha.append(2 * (2 * xy / (gap * (gap**2 - w**2))).sum()
                     / len(MESH))
    axx = 2 * (2 * abs(x)**2 / gap**3).sum() / len(MESH)
    return np.array(energy), np.array(alpha), axx


LASERS_NM = [532.0, 633.0, 488.0]
PHOTONS = np.array([HC / x for x in LASERS_NM])
STEP = 0.005
up = filled_band_light_response(np.append(PHOTONS, 0.0), STEP)
down = filled_band_light_response(np.append(PHOTONS, 0.0), -STEP)
P_ALL = (up[0] - down[0]) / (2 * STEP)
dalpha = (up[1] - down[1]) / (2 * STEP)
P_LASER = P_ALL[:3]
# a uniform static vector potential can do nothing to filled bands
assert abs(P_ALL[3]) < 0.02 * abs(P_LASER[0])
assert np.allclose(P_LASER, -PHOTONS**2 * dalpha[:3], rtol=0.03)
eps_tb = 1 + 4 * np.pi * E2 * (up[2] + down[2]) / 2 / CELL

# valence-top orbitals X, Y, Z: bonding combinations of the p orbitals
TOP = np.zeros((10, 3))
for i in range(3):
    TOP[1 + i, i], TOP[6 + i, i] = 1 / np.sqrt(2), -1 / np.sqrt(2)
GAMMA = np.zeros((1, 3))


def electronic_vertex(w):
    """3x3 two-photon vertex of the valence top at photon energy w."""
    h, vx, vy, dxy = [m[0] for m in tb_operators(GAMMA, 0.0)]
    e, c = np.linalg.eigh(h)
    e_top = (TOP[:, 0] @ h @ TOP[:, 0]).real
    keep = abs(e - e_top) > 1e-6
    e, c = e[keep], c[:, keep]
    x, y = TOP.T @ vx @ c, TOP.T @ vy @ c
    return (TOP.T @ dxy @ TOP + (y / (e_top + w - e)) @ x.conj().T
            + (x / (e_top - w - e)) @ y.conj().T)


M3 = np.array([[0, 1, 0], [1, 0, 0], [0, 0, 0]], float)
G_LASER, anti_ratio = [], []
for w in PHOTONS:
    r = electronic_vertex(w)
    sym, anti = (r + r.T) / 2, (r - r.T) / 2
    assert np.allclose(sym, sym[0, 1] * M3, atol=1e-8)
    G_LASER.append(sym[0, 1].real)
    anti_ratio.append(abs(anti[0, 1] / sym[0, 1]))
G_LASER = np.array(G_LASER)
G_STATIC = electronic_vertex(0.0)[0, 1].real
k_small = 0.01
e110 = np.linalg.eigvalsh(tb_operators(
    np.array([[1, 1, 0]]) * k_small / np.sqrt(2), 0.0)[0])[0]
assert abs((e110[1] - e110[3]) / k_small**2 / G_STATIC - 1) < 0.01

D = 16 * (PPS - PPP) / (3 * np.sqrt(3) * D_BOND)
shift = 1e-4
h_plus = tb_operators(GAMMA, shift)[0][0]
h_minus = tb_operators(GAMMA, -shift)[0][0]
frozen = TOP.T @ (h_plus - h_minus) @ TOP / (2 * shift)
assert np.allclose(frozen, D * M3, atol=1e-4)
e_frozen = np.linalg.eigvalsh(h_plus)
assert abs((e_frozen[3] - e_frozen[1]) / (2 * shift) / D - 1) < 1e-3
assert D > 0 and np.all(G_LASER < 0) and np.all(P_LASER < 0)
OFFSET = P_LASER * D / G_LASER                   # eV/A^2
ZERO = np.sqrt(W0**2 - OFFSET * H2MU)

# ---------- six valence bands with spin-orbit coupling ----------
G1, G2, G3, SO = 4.285, 0.339, 1.446, 0.044
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LEVI = np.zeros((3, 3, 3))
for i, j, l in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    LEVI[i, j, l], LEVI[i, l, j] = 1, -1
H_SO = SO / 3 * (sum(np.kron(-1j * LEVI[i], PAULI[i]) for i in range(3))
                 - np.eye(6))
M6 = np.kron(M3, np.eye(2))


def valence_hamiltonian(k, x=0.0):
    k2 = (k**2).sum(1)
    orb = -6 * G3 * k[:, :, None] * k[:, None, :]
    for i in range(3):
        orb[:, i, i] = (-(G1 + 4 * G2) * k[:, i]**2
                        - (G1 - 2 * G2) * (k2 - k[:, i]**2))
    full = np.einsum('nij,ab->niajb', orb * H2M / 2, np.eye(2))
    return full.reshape(-1, 6, 6) + H_SO + x * M6


def bands_and_couplings(k):
    e, c = np.linalg.eigh(valence_hamiltonian(k))
    return e, abs(c.conj().transpose(0, 2, 1) @ M6 @ c)**2


def k_grid(nr, nt, nphi, kmax=0.7):
    """One sixteenth of the sphere, weights normalized to all states/cell."""
    def gauss(n):
        x, w = np.polynomial.legendre.leggauss(n)
        return (x + 1) / 2, w / 2
    (t, wt), (c, wc), (f, wf) = gauss(nr), gauss(nt), gauss(nphi)
    t3, c3, f3 = np.meshgrid(t, c, f, indexing='ij')
    k, s, phi = kmax * t3**2, np.sqrt(1 - c3**2), f3 * np.pi / 4
    vec = np.stack([k * s * np.cos(phi), k * s * np.sin(phi), k * c3], -1)
    w = (wt[:, None, None] * wc[:, None] * wf * 2 * kmax * t3 * k**2
         * 4 * np.pi * CELL / (2 * np.pi)**3)
    return vec.reshape(-1, 3), w.ravel()


k_test = np.array([[.11, .05, .08], [-.11, .05, .08], [.05, .11, .08],
                   [.11, .05, -.08]])
e_t, m_t = bands_and_couplings(k_test)
invariant = np.einsum('nij,ni,nj->n', m_t, e_t**2, e_t)
assert np.allclose(invariant, invariant[0], rtol=1e-8)

BIN, NBIN = 5e-4, 12000
GAPS = (np.arange(NBIN) + 0.5) * BIN


def fermi_level(e, w, density_cm3):
    target = density_cm3 * 1e-24 * CELL
    return brentq(lambda m: (w[:, None] * expit((e - m) / KT)).sum()
                  - target, -0.6, 0.3)


def pair_spectrum(e, m2, w, mu_f):
    """Weight of vertical transitions, binned by transition energy."""
    f = expit((mu_f - e) / KT)
    spec = np.zeros(NBIN)
    for i in range(6):
        for j in range(i + 1, 6):
            idx = ((e[:, j] - e[:, i]) / BIN).astype(int)
            idx = np.clip(idx, 0, NBIN - 1)
            spec += np.bincount(idx, w * m2[:, i, j] * (f[:, i] - f[:, j]),
                                minlength=NBIN)
    return spec


def response(w, spec, eta):
    return (spec * 2 * GAPS / ((w + 1j * eta)**2 - GAPS**2)).sum()


ETA = 0.005


def fano(spec, laser=0, eta=ETA):
    """Dressed phonon energy, half-width, q."""
    w_r = brentq(lambda w: MU * (w**2 - W0**2)
                 - D**2 * response(w, spec, eta).real, 0.045, 0.085)
    pi = response(w_r, spec, eta)
    half = -D**2 * pi.imag / (2 * MU * w_r)
    q = (P_LASER[laser] / (G_LASER[laser] * D) + pi.real) / -pi.imag
    return w_r, half, q


DENSITY = 1e20
k_c, w_c = k_grid(160, 12, 8)
e_c, m_c = bands_and_couplings(k_c)
mu_c = fermi_level(e_c, w_c, DENSITY)
spec_c = pair_spectrum(e_c, m_c, w_c, mu_c)


def hole_potential(x):
    e = np.linalg.eigvalsh(valence_hamiltonian(k_c, x))
    return -KT * (w_c[:, None] * np.logaddexp(0, (e - mu_c) / KT)).sum()


# static response = second derivative of the thermodynamic potential
dx = 0.002
curvature = (hole_potential(dx) + hole_potential(-dx)
             - 2 * hole_potential(0.0)) / dx**2
f_c = expit((mu_c - e_c) / KT)
same = abs(e_c[:, :, None] - e_c[:, None, :]) < 1e-6
intra = -(w_c[:, None, None] * m_c * same
          * (f_c * (1 - f_c) / KT)[:, :, None]).sum()
static = response(0.0, spec_c, 0.0).real
assert abs((static + intra) / curvature - 1) < 0.02

k_f, w_f = k_grid(240, 16, 12)
e_f, m_f = bands_and_couplings(k_f)
levels, spectra = {}, {}
for n in (5e19, 1e20, 2e20):
    levels[n] = fermi_level(e_f, w_f, n)
    spectra[n] = pair_spectrum(e_f, m_f, w_f, levels[n])
main = spectra[DENSITY]
w_r, half, q = fano(main)
assert abs(fano(spec_c)[2] / q - 1) < 0.03
assert q > 0

# ---------- line shape from the coupled response ----------
GRID = np.linspace(0.050, 0.080, 1501)


def line(spec, g, damping=0.0):
    pi = np.array([response(w, spec, ETA) for w in GRID])
    p = P_LASER[0]
    phonon = 1 / (MU * (GRID**2 - W0**2 + 2j * GRID * damping) - D**2 * pi)
    return -(g**2 * pi + (p + g * D * pi)**2 * phonon).imag, -pi.imag


def wing_ratio(intensity):
    top = GRID[np.argmax(intensity)]
    return (np.interp(top + 2 * half, GRID, intensity)
            / np.interp(top - 2 * half, GRID, intensity))


shape, pi2 = line(main, G_LASER[0])
shape_dark, _ = line(main, 0.0)
peak = GRID[np.argmax(shape)]
ratio, ratio_dark = wing_ratio(shape), wing_ratio(shape_dark)
assert ratio > 1 and np.log(ratio) > 3 * abs(np.log(ratio_dark))
for n in spectra:
    s_n = line(spectra[n], G_LASER[0])[0]
    assert abs(GRID[np.argmin(s_n)] - ZERO[0]) < 2 * (GRID[1] - GRID[0])
eps = (GRID - w_r) / half
simple = (G_LASER[0]**2 * np.interp(w_r, GRID, pi2)
          * (q + eps)**2 / (1 + eps**2))
near = abs(eps) < 4
deviation = np.max(abs(simple - shape)[near]) / shape.max()
assert deviation < 0.1
assert ZERO[2] < ZERO[0] < ZERO[1] < W0

# ---------- one phonon and 1600 discrete pair modes, diagonalized ----------
lo, hi, count = 0.03, 0.12, 1600
gap_step = (hi - lo) / count
pair = lo + (np.arange(count) + 0.5) * gap_step
s_flat = 0.015 / np.pi
amp = np.sqrt(2 * pair * s_flat * gap_step)
dyn = np.diag(np.append(W0**2, pair**2))
dyn[0, 1:] = dyn[1:, 0] = D * amp / np.sqrt(MU)
lam, vec = np.linalg.eigh(dyn)
strength = (np.append(P_LASER[0] / np.sqrt(MU), G_LASER[0] * amp) @ vec)**2
w_n = np.sqrt(lam[1:-1])
discrete = np.pi * strength[1:-1] / ((lam[2:] - lam[:-2]) / 2)
sel = (w_n > 0.055) & (w_n < 0.075)
w_n, discrete = w_n[sel], discrete[sel]
p1 = s_flat * np.log((w_n**2 - lo**2) / (hi**2 - w_n**2))
p2 = np.pi * s_flat
eps_n = (MU * (w_n**2 - W0**2) - D**2 * p1) / (D**2 * p2)
q_n = (P_LASER[0] / (G_LASER[0] * D) + p1) / p2
formula = G_LASER[0]**2 * p2 * (q_n + eps_n)**2 / (1 + eps_n**2)
mode_error = np.max(abs(formula - discrete)) / formula.max()
assert mode_error < 0.01
assert abs(w_n[np.argmin(discrete)] - ZERO[0]) < 2 * gap_step

# ---------- size of what is left out ----------
mobility, mass = 50.0, 0.4
hbar_tau = sc.hbar / (mass * sc.m_e * mobility * 1e-4)
q_life = fano(main, eta=hbar_tau / 2)
index = 4.15
q_light = 4 * np.pi * index / (LASERS_NM[0] * 10)
ks = np.linspace(0.001, 0.5, 2000)
e_line = np.linalg.eigvalsh(valence_hamiltonian(
    np.stack([ks, 0 * ks, 0 * ks], -1)))
speed = abs(np.gradient(e_line, ks, axis=0))
miss = abs(e_line - levels[DENSITY])
v_f = max(speed[np.argmin(miss[:, b]), b] for b in range(6)
          if miss[:, b].min() < 0.002)
damping = 0.0002
damped, pi2_d = line(main, G_LASER[0], damping)
i_min = np.argmin(damped)
fill = damped[i_min] / (G_LASER[0]**2 * pi2_d[i_min])
contraction = 5e-24 * DENSITY
strain_shift = 3 * 1.0 * contraction * W0

print(f"Temperature {KT * EV / sc.k:.0f} K; kT {KT:.5f} eV")
print(f"Lattice constant {LATTICE} A; bond {D_BOND:.4f} A")
print(f"Luttinger parameters {G1} {G2} {G3}; spin-orbit {SO} eV")
print(f"Bare phonon w0 {W0:.4f} eV = {W0 * TO_CM:.1f} 1/cm")
print(f"Stiffness mu*w0^2 {MU * W0**2:.3f} eV/A^2")
print(f"V_pp-sigma {PPS:.4f} eV; V_pp-pi {PPP:.4f} eV")
print(f"Phonon coupling D {D:.3f} eV/A")
print(f"Static electronic vertex G(0) {G_STATIC:.2f} eV A^2")
print(f"Same from Luttinger gamma3 {-3 * G3 * H2M:.2f} eV A^2")
print(f"Tight-binding static dielectric constant {eps_tb:.2f}")
print(f"Sum rule: P(0)/P(532 nm) {P_ALL[3] / P_LASER[0]:.1e}")
for i, nm in enumerate(LASERS_NM):
    print(f"Laser {nm:.0f} nm = {PHOTONS[i]:.3f} eV:")
    print(f"  G {G_LASER[i]:.2f} eV A^2; P {P_LASER[i]:.2f} eV A")
    print(f"  d(polarizability)/du {-P_LASER[i]*E2/PHOTONS[i]**2:.1f} A^2")
    print(f"  P*D/G {OFFSET[i]:.3f} eV/A^2; zero at {ZERO[i]:.5f} eV")
    print(f"  zero minus w0 {(ZERO[i] - W0) * TO_CM:.1f} 1/cm")
    print(f"  q at 1e20 cm^-3: {fano(main, i)[2]:.2f}")
for n in spectra:
    a = fano(spectra[n])
    print(f"Holes {n:.0e} cm^-3: Fermi level {levels[n]:.4f} eV")
    print(f"  dressed phonon {a[0]:.5f} eV; half-width {a[1]:.5f} eV")
    print(f"  shift {(a[0]-W0)*TO_CM:.2f}, half-width {a[1]*TO_CM:.2f} 1/cm")
    print(f"  q at 532 nm: {a[2]:.2f}")
pi_r = response(w_r, main, ETA)
print(f"Main case Pi' {pi_r.real:.5f}, Pi'' {-pi_r.imag:.5f} 1/eV")
print(f"Pair broadening used {ETA} eV")
print(f"Peak {peak:.5f} eV = {peak * TO_CM:.1f} 1/cm")
print(f"Wing ratio high/low at 2 half-widths {ratio:.2f}")
print(f"Wing ratio with G = 0: {ratio_dark:.2f}")
print(f"Constant-q line: largest error/peak {deviation:.4f}")
print(f"Discrete modes: largest error/peak {mode_error:.1e}")
print(f"Mobility {mobility:.0f} cm2/Vs, mass {mass}: "
      f"hbar/tau {hbar_tau / EV:.4f} eV" if hbar_tau < 1e-10 else
      f"Mobility {mobility:.0f} cm2/Vs, mass {mass}: "
      f"hbar/tau {hbar_tau:.4f} eV")
print(f"  with it: q {q_life[2]:.2f}, half-width {q_life[1]:.5f} eV")
print(f"Light momentum {q_light:.5f} 1/A (index {index})")
print(f"  largest intraband energy on [100] {q_light * v_f:.4f} eV")
print(f"Anharmonic half-width {damping} eV: zero/continuum {fill:.2f}")
print(f"Antisymmetric/symmetric vertex {anti_ratio[0]:.3f}")
print(f"Boron contraction {contraction:.1e}: shift {strain_shift:.5f} eV")
print("checks complete")
```

It prints:

```
Temperature 300 K; kT 0.02585 eV
Lattice constant 5.431 A; bond 2.3517 A
Luttinger parameters 4.285 0.339 1.446; spin-orbit 0.044 eV
Bare phonon w0 0.0645 eV = 520.2 1/cm
Stiffness mu*w0^2 13.976 eV/A^2
V_pp-sigma 2.7163 eV; V_pp-pi -0.7150 eV
Phonon coupling D 4.493 eV/A
Static electronic vertex G(0) -25.54 eV A^2
Same from Luttinger gamma3 -33.06 eV A^2
Tight-binding static dielectric constant 7.22
Sum rule: P(0)/P(532 nm) 9.3e-06
Laser 532 nm = 2.331 eV:
  G -43.33 eV A^2; P -17.34 eV A
  d(polarizability)/du 46.0 A^2
  P*D/G 1.798 eV/A^2; zero at 0.06021 eV
  zero minus w0 -34.6 1/cm
  q at 1e20 cm^-3: 6.15
Laser 633 nm = 1.959 eV:
  G -36.10 eV A^2; P -8.52 eV A
  d(polarizability)/du 32.0 A^2
  P*D/G 1.061 eV/A^2; zero at 0.06200 eV
  zero minus w0 -20.1 1/cm
  q at 1e20 cm^-3: 3.29
Laser 488 nm = 2.541 eV:
  G -49.76 eV A^2; P -27.69 eV A
  d(polarizability)/du 61.8 A^2
  P*D/G 2.500 eV/A^2; zero at 0.05845 eV
  zero minus w0 -48.8 1/cm
  q at 1e20 cm^-3: 8.88
Holes 5e+19 cm^-3: Fermi level -0.0288 eV
  dressed phonon 0.06430 eV; half-width 0.00039 eV
  shift -1.64, half-width 3.13 1/cm
  q at 532 nm: 10.21
Holes 1e+20 cm^-3: Fermi level -0.0579 eV
  dressed phonon 0.06400 eV; half-width 0.00060 eV
  shift -4.04, half-width 4.82 1/cm
  q at 532 nm: 6.15
Holes 2e+20 cm^-3: Fermi level -0.0966 eV
  dressed phonon 0.06344 eV; half-width 0.00068 eV
  shift -8.52, half-width 5.47 1/cm
  q at 532 nm: 4.65
Main case Pi' -0.01070, Pi'' 0.01273 1/eV
Pair broadening used 0.005 eV
Peak 0.06410 eV = 517.0 1/cm
Wing ratio high/low at 2 half-widths 2.74
Wing ratio with G = 0: 0.97
Constant-q line: largest error/peak 0.0059
Discrete modes: largest error/peak 4.8e-05
Mobility 50 cm2/Vs, mass 0.4: hbar/tau 0.0579 eV
  with it: q 9.47, half-width 0.00039 eV
Light momentum 0.00980 1/A (index 4.15)
  largest intraband energy on [100] 0.0186 eV
Anharmonic half-width 0.0002 eV: zero/continuum 0.24
Antisymmetric/symmetric vertex 0.031
Boron contraction 5.0e-04: shift 0.00010 eV
checks complete
```
